# The relativistic Scott correction and its screening in neutral atoms, part 2

The problem is the sum, over all bound states of a point nucleus of charge $Z$ and infinite mass, of the Dirac level minus the Schrödinger level, and how screening changes it in a neutral atom. Hartree atomic units are used, with $c=1/\alpha$ and $\gamma=Z\alpha<1$; energies are counted from the rest energy $c^2$. For non-interacting electrons in $V=-Z/r$ the sum is (section 1)

$$Z^2 s(\gamma), \qquad s(\gamma) = S_0\gamma^2 + O(\gamma^4), \qquad S_0 = \zeta(3) - \frac{5\pi^2}{24} = -0.854111 .$$

The Schwinger term $S_0Z^4\alpha^2$ has Darwin part $\zeta(3)Z^4\alpha^2$ and mass-velocity part $-(5\pi^2/24)Z^4\alpha^2$. At order $c^{-2}$ a Schrödinger state $\psi$ of energy $E_0$ shifts by (section 2)

$$\delta E = -\frac{\langle W^2\rangle}{2c^2} + \frac{\langle\nabla^2V\rangle}{8c^2} + \left\langle\frac{V'}{2c^2r}\,\mathbf L\cdot\mathbf S\right\rangle ,$$

where $W=E_0-V$. These are the mass-velocity term, equal to $-\langle p^4\rangle/8c^2$, the Darwin term and the spin-orbit term. The radial function is $u=rR$, with $\int u^2dr=1$. For the Coulomb potential, with $k=j+\tfrac12$ (section 3),

$$\delta_{nk} = -\frac{Z^4\alpha^2}{2n^3}\left[\frac1k - \frac{3}{4n}\right].$$

The exact levels and their expansion are (section 4)

$$E_{nk} = c^2\left[\left(1 + \frac{\gamma^2}{\nu^2}\right)^{-1/2} - 1\right], \qquad \nu = n - k + \sqrt{k^2-\gamma^2},$$

$$\frac{E_{nk}}{Z^2} = -\frac{1}{2n^2} - \frac{\gamma^2}{2n^3}\left[\frac1k - \frac{3}{4n}\right] - \gamma^4\left[\frac{1}{8k^3n^3} + \frac{3}{8k^2n^4} - \frac{3}{4kn^5} + \frac{5}{16n^6}\right] - \dots$$

The radial Dirac equations are

$$G' = -\frac{\kappa}{r}G + \left(a + \frac{\gamma}{r}\right)F, \qquad F' = \frac{\kappa}{r}F + \left(d - \frac{\gamma}{r}\right)G ,$$

where $G$ and $F$ belong to the large and small components, $a=2c+E/c$, $d=-E/c$ and $\kappa=\mp k$ for $j=l\pm\tfrac12$. Near the origin $G\sim r^\sigma$ with $\sigma=\sqrt{k^2-\gamma^2}$.

Shell $n$ has $4k$ states for each $k<n$ and $2n$ for $k=n$, each with Schrödinger energy $-Z^2/2n^2$. Its shift at order $\alpha^2$, and the sum over $N$ shells with $M=N+\tfrac12$, are (section 5)

$$\Delta_n = Z^4\alpha^2\left[\frac{1}{n^3} - \frac{5}{4n^2}\right],$$

$$\sum_{n\le N}\Delta_n = Z^4\alpha^2\left[S_0 + \frac{5}{4M} - \frac{1}{2M^2} + O(M^{-3})\right].$$

The $\gamma^4$ part of the shell shifts falls as $n^{-3}$.

## 6. Relation to Thomas-Fermi theory

Thomas-Fermi (TF) theory fills phase space with density $2/(2\pi)^3$ up to a local momentum $p_F(r)$, so $\rho = p_F^3/3\pi^2$. For the neutral atom the chemical potential is zero and $p_F^2/2 = -V = Z\phi/r$. Poisson's equation away from the nucleus, $\nabla^2(Z\phi/r) = 4\pi\rho$, reads $Z\phi_{rr}/r = (4/3\pi)(2Z\phi/r)^{3/2}$. Setting $r = bx$ with $b^{3/2}\,2^{7/2}Z^{1/2}/3\pi = 1$ gives

$$\phi'' = \phi^{3/2}/\sqrt x, \qquad \phi(0) = 1,\quad \phi(\infty) = 0, \qquad b = b_0Z^{-1/3}, \quad b_0 = (9\pi^2/128)^{1/3} = 0.885341 .$$

Let $B = -\phi'(0) = 1.588071$, $J = \int\phi\phi''dx$ and $K = \int\phi'^2dx$. Since $4\pi r^2\rho = Zr\phi_{rr}$, the energies in units of $Z^2/b$ are $-B$ for the nuclear attraction, $\tfrac35J$ for the kinetic energy $\tfrac3{10}\int\rho p_F^2$, and $\tfrac12(B-J)$ for the repulsion $\tfrac12\int\rho Z(1-\phi)/r$. Integration by parts gives $J = B - K$. Multiplying the TF equation by $x\phi'$ and integrating each side by parts gives $-K/2 = -J/5$. Hence $J = 5B/7$, and $E_{\rm TF} = (Z^2/b)(J/10 - B/2) = -\tfrac37(B/b_0)Z^{7/3} = -0.768745\,Z^{7/3}$.

The Scott term measures how far the phase-space rule misses the true levels near the nucleus, where $V \approx -Z/r$. Take the Coulomb potential with chemical potential $-\mu = -Z^2/2M^2$, $M = N+\tfrac12$, and compare the sums of (level $+\,\mu$). The quantum sum is $-Z^2N + \mu N(N+1)(2N+1)/3$. Since $N(N+1)(2N+1) = 2M^3 - M/2$, it equals $Z^2[-M + \tfrac12 + M/3 - 1/12M]$. The phase-space integral of $(p^2 - p_F^2)/2$ is $-p_F^5/15\pi^2$ per unit volume. With $p_F^2 = 2(Z/r - \mu)$ and $r = Zx/\mu$, and with $(Z/\mu)^3(2\mu)^{5/2} = 8Z^2M$, the volume integral is $-(4/15\pi)\,8Z^2M\,\beta$, where

$$\beta = \int_0^1x^{-1/2}(1-x)^{5/2}dx = 2\int_0^{\pi/2}\cos^6\theta\,d\theta = \frac{5\pi}{16}.$$

This is $-\tfrac23Z^2M$. The quantum sum exceeds it by $Z^2/2 - Z^2/12M$, which tends to $Z^2/2$, the Scott term, as $M$ grows. Replacing Schrödinger levels by Dirac levels adds $Z^2s(\gamma)$ at the same order in $Z$ at fixed $\gamma$:

$$E = -0.768745\,Z^{7/3} + \left[\tfrac12 + s(\gamma)\right]Z^2 + \dots$$

The same comparison can be made for the relativistic shift. The kinetic energy is $\sqrt{c^4+c^2p^2} - c^2 = p^2/2 - p^4/8c^2 + \dots$, and the phase-space integral of $p^4$ is $(2/8\pi^3)\,4\pi p_F^7/7 = p_F^7/7\pi^2$. The relativistic TF correction at order $c^{-2}$ is then

$$\delta E_{\rm sc} = -\frac{1}{8c^2}\int\frac{p_F^7}{7\pi^2}\,4\pi r^2dr = -\frac{1}{14\pi c^2}\int r^2p_F^7\,dr .$$

Near the nucleus $r^2p_F^7 \to (2Z)^{7/2}r^{-3/2}$, and the integral cut at $r_0$ diverges as $2(2Z)^{7/2}r_0^{-1/2}$. The semiclassical picture holds only where the wavelength $1/p_F \sim \sqrt{r/Z}$ is short compared with $r$, that is for $r \gg 1/Z$. A cut at $r_0 \sim 1/Z$ gives the order $Z^4\alpha^2$ but not the coefficient, which is what the sum of section 5 supplies. An implementation that evaluates $\delta E_{\rm sc}$ on a radial grid returns a number set by the first grid point.

Define the finite part as the integral from $r_0$ with the term $\propto r_0^{-1/2}$ removed. For the Coulomb case, $(Z/\mu)^3(2\mu)^{7/2} = 8Z^4/M$, and integration by parts gives

$$\int_\epsilon^1x^{-3/2}(1-x)^{7/2}dx = \left[-2x^{-1/2}(1-x)^{7/2}\right]_\epsilon^1 - 7\int_\epsilon^1x^{-1/2}(1-x)^{5/2}dx \to 2\epsilon^{-1/2} - 7\beta .$$

The finite part is $-35\pi/16 = -6.872234$, and

$$\text{f.p. }\delta E_{\rm sc} = -\frac{\alpha^2}{14\pi}\cdot\frac{8Z^4}{M}\cdot\left(-\frac{35\pi}{16}\right) = +\frac{5Z^4\alpha^2}{4M}.$$

This is the leading tail term of section 5. For the Coulomb potential filled to $N$ shells, the quantum sum equals $S_0Z^4\alpha^2$ plus the semiclassical finite part, up to the Darwin tail $-Z^4\alpha^2/2M^2 = -Z^2\alpha^2\mu$ and terms of relative order $M^{-3}$. The finite part is positive although the integrand of $\delta E_{\rm sc}$ is negative: it removes the contributions of states that $S_0$ counts and the atom does not fill.

## 7. Screening in the neutral atom

Let the self-consistent energy functional depend on a one-body perturbation $\delta H$. Because the functional is stationary in the orbitals at fixed electron number, its first-order change is $\langle\delta H\rangle$ summed over the unperturbed occupied orbitals. There is no double-counting correction and no contribution from orbital relaxation at this order. For large $Z$ the orbitals are those of the TF potential.

The one-body $\delta H$ kept here is the mass-velocity term and the nuclear Darwin term. Spin-orbit coupling cancels in full subshells. The electronic part of $\nabla^2V$ is $-4\pi\rho$ and would add $-(\pi/2c^2)\int\rho^2d^3r$. With $\rho^2 \propto Z^3/r^3$ between $r \sim 1/Z$ and $r \sim Z^{-1/3}$, this is of order $Z^3\alpha^2\ln Z$. It is left out together with the Breit interaction, as an electron-electron term with one power of $Z$ fewer.

Near the nucleus $\phi = 1 - Bx + \tfrac43x^{3/2} + \dots$, as two integrations of $\phi'' \approx x^{-1/2}$ show, so $p_F^2/2 = Z/r - ZB/b + O(Z^{3/2}r^{1/2})$. Compare the atom with a Coulomb reference whose $\mu$ is $ZB/b$, so $M \propto Z^{1/3}$. The two systems have the same inner orbitals to leading order, and they differ at $r \sim Z^{-1/3} \gg 1/Z$, where the phase-space rule holds. The difference of their shifts is taken to be the difference of the two integrals $\delta E_{\rm sc}$. It converges, because the divergent terms $2(2Z)^{7/2}r_0^{-1/2}$ are identical, and so equals the difference of the finite parts. Adding the result of section 6 for the reference,

$$\Delta E_{\rm atom} \approx S_0Z^4\alpha^2 + \text{f.p. }\delta E_{\rm sc}[\phi].$$

This step is asymptotic matching and not a rigorous proof. It is tested below by direct diagonalization.

Insert $p_F^2 = 2Z\phi/r$ and $r = bx$, so that $\int r^2p_F^7dr = (2Z)^{7/2}b^{-1/2}\int x^{-3/2}\phi^{7/2}dx$. Since $\int_\epsilon^\infty x^{-3/2}dx = 2\epsilon^{-1/2}$ is exactly the term to be removed, the finite part is the convergent integral

$$I = \int_0^\infty x^{-3/2}\left(\phi^{7/2} - 1\right)dx .$$

Integrate by parts. The boundary term $-2x^{-1/2}(\phi^{7/2}-1)$ vanishes at both ends, leaving $7\int x^{-1/2}\phi^{5/2}\phi'dx$. The TF equation turns $x^{-1/2}\phi^{3/2}$ into $\phi''$, and $\phi'\phi'' = (\phi'^2/2)'$, so

$$I = 7\int\phi\,\phi'\phi''dx = 7\left[\tfrac12\phi\phi'^2\right]_0^\infty - \tfrac72\int\phi'^3dx = -\tfrac72B^2 + \tfrac72\int_0^\infty|\phi'|^3dx ,$$

where $\phi'<0$ was used. With $\int|\phi'|^3dx = 0.353346$ and $B^2 = 2.521970$, $I = 3.5\times(0.353346 - 2.521970) = -7.59018$. The power of $Z$ is $7/2 + 1/6 = 11/3$, and

$$\Delta E_{\rm atom} \approx Z^4\alpha^2\left[S_0 + CZ^{-1/3}\right], \qquad C = -\frac{2^{7/2}I}{14\pi\sqrt{b_0}} = 2.0750 .$$

The ratio $C/|S_0| = 2.4295$ multiplies $Z^{-1/3}$, which is still above $0.2$ for the heaviest atoms, so no real atom is near the asymptotic regime. At fixed $\gamma$ the screening term is $\gamma^2CZ^{5/3}$, the same order in $Z$ as the exchange and quantum corrections that follow the Scott term. An expansion carried to $Z^{5/3}$ must include it.

Direct sums of the first-order shifts over all bound states of the TF potential in a box of 15 bohr give, in units of $Z^4\alpha^2$:

| $Z^{1/3}$ | sum | $f = (\text{sum} - S_0)Z^{1/3}$ |
|---|---|---|
| 10 | $-0.66381$ | $1.9030$ |
| 20 | $-0.75475$ | $1.9873$ |
| 40 | $-0.80334$ | $2.0307$ |

These large $Z$ are mathematical inputs: the coefficient of $\alpha^2$ is defined for any $Z$, although $\gamma<1$ fails. If $f = C + DZ^{-1/3}$, then $2f(40) - f(20) = 2.0741$ estimates $C$, against $2.0750$ from the formula. The residues $f - C$ are $-0.1720$, $-0.0877$ and $-0.0443$, and multiplied by $Z^{1/3}$ they are $-1.72$, $-1.75$ and $-1.77$. The Darwin tail of the reference, $-Z^2\alpha^2\mu$ with $\mu = (B/b_0)Z^{4/3}$, suggests $D = -B/b_0 = -1.588071/0.885341 = -1.794$, and the three values move toward it. The matching argument has not been carried to that order here, so this value of $D$ is an indication that the numbers support.

## 8. Worked example: palladium

The chosen input is $Z = 46$. With $1/\alpha = 137.035999$, $\gamma = 46/137.035999 = 0.335678$ and $\gamma^2 = 0.112680$. The energy unit is $Z^4\alpha^2 = Z^2\gamma^2 = 2116\times0.112680 = 238.431$ hartree.

The shell coefficients are $1/n^3 - 5/4n^2$; for $n = 2$, $0.125 - 0.3125 = -0.1875$, and $-0.1875\times238.431 = -44.706$ hartree. The last column is the partial sum of exact Dirac minus Schrödinger levels. Energies are in hartree.

| $n$ | coefficient | shell | partial sum | Dirac partial |
|---|---|---|---|---|
| 1 | $-0.250000$ | $-59.608$ | $-59.608$ | $-63.223$ |
| 2 | $-0.187500$ | $-44.706$ | $-104.313$ | $-110.412$ |
| 3 | $-0.101852$ | $-24.285$ | $-128.598$ | $-135.608$ |
| 4 | $-0.062500$ | $-14.902$ | $-143.500$ | $-150.923$ |
| 5 | $-0.042000$ | $-10.014$ | $-153.514$ | $-161.155$ |

The Darwin part is $1.202057\times238.431 = 286.607$ hartree and the mass-velocity part is $-2.056168\times238.431 = -490.253$ hartree. Their sum is the Schwinger term, $-203.646$ hartree. Five shells hold only three quarters of it; the shells beyond $n = 5$ supply $-203.646 + 153.514 = -50.132$ hartree. The crude estimate $-5/4N = -0.25$ gives $-59.608$ hartree for this tail. The form in $M = 5.5$ gives $-5/22 + 1/60.5 = -0.2107$, or $-50.2$ hartree, close to the exact tail. Both ingredients matter: $-5/4M$ alone gives $-54.2$ hartree, and the two-term form in $N$, $-5/4N + 9/8N^2 = -0.205$, gives $-48.9$ hartree. The two-term form in $M$ is the one to use when closing a truncated sum.

The all-order sum has $s/\gamma^2 = -0.888038$, $s = -0.100064$ and energy $-0.100064\times2116 = -211.735$ hartree, which is $8.089$ hartree, about 4 percent, below the Schwinger term. Of this, $63.223 - 59.608 = 3.615$ hartree comes from the K shell and $161.155 - 153.514 = 7.641$ hartree from the first five shells, as the faster $n^{-3}$ decay implies. For scale, the Scott term is $2116/2 = 1058.0$ hartree, the ratio of the Schwinger term to it is $-0.1925$, and the TF energy is $-5828.4$ hartree.

Screening changes the picture. With $Z^{-1/3} = 0.27909$, $CZ^{-1/3} = 0.5791$, or $138.081$ hartree, and the two-term estimate is $-0.8541 + 0.5791 = -0.2750$, or $-65.57$ hartree. The direct first-order sum in the TF potential is $-0.4004$, or $-95.47$ hartree, which is $0.469$ of the Schwinger term. The leading term thus overshoots by more than a factor of two and the two-term formula undershoots by about a third. The series in $Z^{-1/3}$ alternates over these terms, and the indicated third term, $-1.794\times0.27909^2 = -0.140$, brings the coefficient to $-0.415$, close to the direct value. The TF potential in a box of 30 bohr binds 48 states and not 46, because the phase-space count of $Z$ electrons holds only asymptotically. All 48 are filled in the sum. The surplus pair occupies the top level, $5s$, and contributes only about $-0.04$ hartree. The value $-95.47$ hartree is nevertheless a property of this model potential and not a prediction of the relativistic energy of palladium: the potential is not self-consistent for the orbitals, and the omitted electronic Darwin term alone is about $-2$ hartree here.

## 9. Limits of validity

The expansion in $\gamma^2$ degrades as $\gamma$ grows, and the sum $s(\gamma)$ should replace $S_0\gamma^2$ for heavy atoms. At $\gamma = 1$ the exponent $\sigma$ for $k = 1$ vanishes and the point-nucleus problem ends; well before that the nuclear size alters the $k=1$ levels, since $G \sim r^\sigma$ puts more density at the nucleus as $\sigma$ falls. Radiative corrections are not contained in the Dirac equation. The sum contains only the bound electron levels, which lie between $-c^2$ and $0$ on the energy scale used here. The negative-energy continuum, below $-2c^2$, is taken as filled, and its response to the nucleus, the polarization of the vacuum, is ignored. For a highly charged ion with few electrons the relevant quantity is the partial sum over the occupied shells, not $S_0$. The terms of $\delta E$ are first-order quantities: the operator $-p^4/8c^2$ is unbounded below and must not be placed in a variational or self-consistent calculation.

## 10. Implementation notes and numerical check

For level differences, evaluate $E_{nk}/Z^2$ as $\mathrm{expm1}[-\tfrac12\,\mathrm{log1p}(\gamma^2/\nu^2)]/\gamma^2$. The direct form subtracts $1$ from a number near $1$ and loses the shift for large $n$ or small $\gamma$. Partial sums behave as $p(N) = s + a_1/N + a_2/N^2$, and the combination $[8p(4N) - 6p(2N) + p(N)]/3$ removes both corrections, since $8/4 - 6/2 + 1 = 0$ and $8/16 - 6/4 + 1 = 0$.

For the TF function, the variable $t = \sqrt x$ makes the system smooth: with $q = \phi'$, $d\phi/dt = 2tq$ and $dq/dt = 2\phi^{3/2}$. The function $144/x^3$ solves the equation, and a perturbation $x^p$ of it obeys $p(p-1) = \tfrac32\sqrt{144} = 18$, so relative perturbations go as $x^{(7\pm\sqrt{73})/2}$. The growing one dies out when integrating inward, which makes that direction stable. The other is started with a negative sign, so that $\phi$ lies below $144/x^3$ and stays finite at the origin; its size only sets the scale, because $\eta^3\psi(\eta x)$ solves the equation whenever $\psi$ does, and $\eta$ is fixed by $\phi(0) = 1$.

For shifts in a numerical potential, compute the mass-velocity term as $-(E^2 - 2E\langle V\rangle + \langle V^2\rangle)/2c^2$ and the Darwin term as $Zu'(0)^2/8c^2$. A B-spline basis on knots $r_i = (e^{ih}-1)/Z$ resolves both ends. The phase per interval is at most about $\sqrt{2Zr\phi}\,h \sim Z^{1/3}h$, so $h$ must shrink as $Z^{-1/3}$.

The numerical check below tests the main steps by separate roads; the $\gamma^4$ bracket of section 4, the Scott term $Z^2/2$ and the value of $D$ are not among its assertions. It integrates the three terms of $\delta E$ exactly, in rational arithmetic, over explicit hydrogenic functions for $n \le 6$, with $\langle p^4\rangle$ taken as $\|p^2\psi\|^2$, and compares them with $\delta_{nk}$ and the shell sums. It expands the Dirac formula symbolically. It solves the radial Dirac equations by shooting for five levels at $\gamma = 0.335678$, with a largest deviation of $5.5\times10^{-13}Z^2$ hartree from $E_{nk}$. It sums exact Dirac levels to $N = 1000$ and extrapolates in $N$ and $\gamma$, obtaining $-0.854111$ and a tail coefficient $1.24999$ against $5/4$. It evaluates the finite part by quadrature, verifies $J = 5B/7$, and obtains $I = -7.59018$ from both of its forms. It validates the B-spline code on the Coulomb shells $n \le 4$ and then uses it for the TF sums, requiring the extrapolated $C$ to agree with the formula within 3 percent, a margin left for the higher terms and for shell-filling oscillations.

## Calculated quantities

```
zeta(3) = 1.202057, zeta(2) = 1.644934, 5 pi^2/24 = 2.056168
S0 = zeta(3) - 5 pi^2/24 = -0.854111
S0 from extrapolated Dirac sums = -0.854111
s/gamma^2 at gamma = 0.02, 0.01: -0.854223, -0.854139
1/N tail coefficient from Dirac sums = 1.24999 (formula 1.25)
finite part by quadrature = -6.872234, -35 pi/16 = -6.872234
max |shooting - Dirac formula| = 5.5e-13 Z^2 hartree
TF: B = 1.588071, b0 = 0.885341 bohr, (3/7)B/b0 = 0.768745
TF: int |phi'|^3 dx = 0.353346, I = -7.59018, I direct = -7.59018
screening coefficient C = 2.0750, C/|S0| = 2.4295
Z = 1000: TF-potential sum = -0.66381 Z^4 a^2, (sum - S0) Z^(1/3) = 1.9030
Z = 8000: TF-potential sum = -0.75475 Z^4 a^2, (sum - S0) Z^(1/3) = 1.9873
Z = 64000: TF-potential sum = -0.80334 Z^4 a^2, (sum - S0) Z^(1/3) = 2.0307
C extrapolated from Z^(1/3) = 20, 40: 2.0741
Example Pd: Z = 46, 1/alpha = 137.035999, gamma = 0.335678, gamma^2 = 0.112680
Z^4 alpha^2 = 238.431 hartree, Z^(-1/3) = 0.27909
n = 1: coef -0.250000, shell -59.608, partial -59.608, Dirac partial -63.223 hartree
n = 2: coef -0.187500, shell -44.706, partial -104.313, Dirac partial -110.412 hartree
n = 3: coef -0.101852, shell -24.285, partial -128.598, Dirac partial -135.608 hartree
n = 4: coef -0.062500, shell -14.902, partial -143.500, Dirac partial -150.923 hartree
n = 5: coef -0.042000, shell -10.014, partial -153.514, Dirac partial -161.155 hartree
tail beyond n = 5: exact -50.132, -5/(4N) estimate -59.608 hartree
Darwin part = 286.607, mass-velocity part = -490.253 hartree
Schwinger term = -203.646 hartree
all-order Dirac sum: s/gamma^2 = -0.888038, s = -0.100064, energy -211.735 hartree
Scott term Z^2/2 = 1058.0 hartree, Schwinger/Scott = -0.1925
TF energy = -5828.4 hartree
screening term C Z^(11/3) alpha^2 = 138.081 hartree
two-term estimate: coef -0.2750, energy -65.57 hartree
TF-potential direct sum: coef -0.4004, energy -95.47 hartree
  bound states filled (box 30 bohr) = 48, ratio to Schwinger = 0.469
```
